# Direct neutral flux to the floor of trenches and holes, part 1

(Sections cited here and not found follow in the second part.)

## First half: the trench

### A number to explain

Take two features etched into a wafer, a very long trench 100 nm wide and a circular hole 100 nm in diameter, both 1000 nm deep. Neutral atoms from an isotropic gas enter through the mouths. Count those that reach the floor without touching a wall, and divide the floor-averaged flux by the flux on an open, flat wafer. The trench receives the fraction 0.04988 and the hole 0.002488. The second number is the square of the first:

$$0.04988^2=0.002488 .$$

The depth and the opening size are the same, and only the shape of the cross-section differs. I want to find both fractions for any depth, and to see whether the square is a coincidence of this depth.

Let $h$ be the depth and $w$ the width of the trench or the diameter of the hole. The aspect ratio is

$$A=\frac{h}{w},$$

so $A=10$ here. The walls are vertical and the floor is flat. Flux means the number of atoms crossing unit area per unit time. The open-wafer flux is $\Gamma_0$, and it is taken to be uniform over the mouth. Atoms fly in straight lines inside the feature, without collisions in the gas. An atom that touches a wall is left out of the count, whatever happens to it later. This last convention defines the word "direct".

### One direction first

Suppose that all the atoms entered the trench with the same direction. Let $\psi$ be the angle between the vertical and the direction of flight as seen in the plane across the trench. While an atom falls through $h$, it moves sideways by $h\tan\psi$. Its motion along the trench is harmless, because the trench has no end.

If the atoms drift to the right, those that enter within $h\tan\psi$ of the right wall hit that wall. The others reach the floor. The successful share is therefore

$$\frac{w-h|\tan\psi|}{w}=1-A|\tan\psi| ,$$

as long as this is positive, and zero otherwise. Two limits confirm it. For vertical flight, $\psi=0$, every atom arrives. When $A|\tan\psi|=1$, the sideways displacement equals the whole width and no atom arrives.

This share has a geometrical meaning which does not depend on the trench. Shift the cross-section by the sideways displacement of the atoms. The successful atoms are those which land in the region shared by the original and the shifted copy. The same picture will serve for the hole.

### How an isotropic gas distributes its directions

In an isotropic gas the velocities point equally into all solid angles. The atoms crossing a plane in a given time are not distributed in that way. Let $\theta$ be the angle from the vertical. Atoms of speed $v$ that cross unit area in a time $dt$ come from a slanted column of volume $v\cos\theta\,dt$. The crossing rate therefore carries a factor $\cos\theta$.

To normalize it, integrate over the downward hemisphere, with $d\Omega=\sin\theta\,d\theta\,d\varphi$:

$$\int\cos\theta\,d\Omega
=2\pi\int_0^{\pi/2}\sin\theta\cos\theta\,d\theta
=2\pi\cdot\frac12=\pi .$$

The share of the mouth flux within $d\Omega$ is thus

$$\frac{\cos\theta\,d\Omega}{\pi}. \tag{1}$$

The speed has dropped out. A slow atom and a fast atom with the same direction land at the same place, since no force bends their paths.

For the trench I need the distribution of $\psi$ alone. Let $x$ run across the trench, $y$ along it and $z$ downwards. Write the unit vector of flight as

$$n_x=\cos\beta\sin\psi,\qquad n_y=\sin\beta,\qquad n_z=\cos\beta\cos\psi ,$$

where both angles run from $-\pi/2$ to $\pi/2$. Here $\beta$ is a latitude measured from the plane across the trench, and $\psi$ is the corresponding longitude. The solid angle is therefore $d\Omega=\cos\beta\,d\beta\,d\psi$. The ratio $n_x/n_z=\tan\psi$ shows that $\psi$ is the projected angle used above.

Since $\cos\theta=n_z$, the share (1) becomes

$$\frac{\cos\beta\cos\psi}{\pi}\,\cos\beta\,d\beta\,d\psi
=\frac{\cos^2\beta\cos\psi}{\pi}\,d\beta\,d\psi .$$

The angle $\beta$ does not affect the success of an atom, so I integrate it out. The mean of $\cos^2\beta$ over the interval of length $\pi$ is $1/2$, so its integral is $\pi/2$. What remains is

$$\frac12\cos\psi\,d\psi=\frac12\,d(\sin\psi). \tag{2}$$

Thus $\sin\psi$ is uniformly distributed between $-1$ and $1$. As a test, 400,000 velocities were drawn from a Maxwellian gas and weighted by their vertical speed. The shares with $|\sin\psi|$ below 0.2, 0.5 and 0.8 agreed with 0.2, 0.5 and 0.8 to within 0.006.

### The average over directions

The floor and the mouth of the trench have the same area per unit length. The share of entering atoms that arrive is therefore also the floor-averaged flux divided by $\Gamma_0$. Call it $T$. Multiply the successful share at fixed $\psi$ by the distribution (2):

$$T=\int_{-\psi_m}^{\psi_m}\frac12\cos\psi\,
\left(1-A|\tan\psi|\right)d\psi,
\qquad \tan\psi_m=\frac1A .$$

The limit $\psi_m$ is the angle at which the overlap vanishes. The integrand is even, so twice the positive half cancels the factor $1/2$. Also $\cos\psi\tan\psi=\sin\psi$. Hence

$$T=\int_0^{\psi_m}(\cos\psi-A\sin\psi)\,d\psi
=\sin\psi_m-A(1-\cos\psi_m).$$

A right triangle with legs 1 and $A$ has hypotenuse $\sqrt{1+A^2}$. It gives

$$\sin\psi_m=\frac{1}{\sqrt{1+A^2}},\qquad
\cos\psi_m=\frac{A}{\sqrt{1+A^2}} .$$

Substitution leads to

$$T=\frac{1+A^2}{\sqrt{1+A^2}}-A ,$$

and therefore

$$T=\sqrt{1+A^2}-A. \tag{3}$$

For $A=10$ this is 0.04988, the number at the start.

### The shallow limit

For $A\ll1$, the expansion $\sqrt{1+A^2}\approx1+A^2/2$ gives

$$T\approx1-A+\frac{A^2}{2}.$$

The first loss can be found without the formula. A vertical wall near the top of a shallow feature faces half of the sky. By symmetry it receives half of the flux that an unobstructed surface would receive from a full hemisphere, so its flux is $\Gamma_0/2$. The two walls have total area $2h$ per unit length, against a mouth area $w$. They intercept the fraction

$$\frac{(\Gamma_0/2)\,2h}{\Gamma_0 w}=\frac hw=A ,$$

in agreement with the expansion. The positive term in $A^2$ appears because each wall hides part of the sky from the other. The walls then intercept less than this first estimate.

### The deep limit

For large $A$, formula (3) subtracts two nearly equal numbers. Multiplying and dividing by the sum of its terms gives

$$T=\frac{(1+A^2)-A^2}{\sqrt{1+A^2}+A}
=\frac{1}{\sqrt{1+A^2}+A}. \tag{4}$$

Both terms in the denominator approach $A$, so $T\to1/(2A)$. From the center of the floor of a deep trench, the mouth is a narrow band with $|\sin\psi|$ up to about $w/(2h)$. By (2), the share of directions in this band is $w/(2h)$, which is the same limit.

To see the error, use $\sqrt{1+A^2}\approx A+1/(2A)$. The denominator is then $2A[1+1/(4A^2)]$. The limiting form is too large by the relative amount $1/(4A^2)$, to leading order. At $A=10$ this is $1/400$, or 0.25 %, which is also the computed difference.

The formula is easily inverted. Write $T+A=\sqrt{1+A^2}$ and square both sides:

$$T^2+2AT+A^2=1+A^2 .$$

Cancel $A^2$ and divide by $T$:

$$2A=\frac1T-T. \tag{5}$$

A direct flux of 10 % corresponds to $A=(10-0.1)/2=4.95$.

### The same result from the floor

The calculation followed atoms down from the mouth. It can be repeated from a single point on the floor, which also gives the flux profile.

The distribution of displacements is the same for a displacement and its opposite. The flux at a floor point is therefore $\Gamma_0$ times the share of upward directions, with the same cosine weight, that lead from this point out through the mouth. Let the point lie at a distance $x$ from the left wall. The mouth extends to the projected angles $\psi_a$ and $\psi_b$ on the two sides, where

$$\tan\psi_a=\frac xh,\qquad \tan\psi_b=\frac{w-x}{h}.$$

By (2), the normalized local flux is

$$f(x)=\frac12(\sin\psi_a+\sin\psi_b)
=\frac12\left[\frac{x}{\sqrt{x^2+h^2}}
+\frac{w-x}{\sqrt{(w-x)^2+h^2}}\right].$$

The two terms have equal averages, because $x\to w-x$ exchanges them. Hence

$$\frac1w\int_0^w f(x)\,dx
=\frac1w\int_0^w\frac{x\,dx}{\sqrt{x^2+h^2}}
=\frac{\sqrt{w^2+h^2}-h}{w}=T .$$

This derivation uses no overlap of shifted shapes, and it gives the same answer.

The profile also shows what the average conceals. At the center both angles have tangent $1/(2A)$, whereas at an edge one side sees nothing:

$$f_{\rm center}=\frac{1}{\sqrt{1+4A^2}},\qquad
f_{\rm edge}=\frac{1}{2\sqrt{1+A^2}} .$$

For $A=1$ the edge receives 0.79 of the central flux. For $A=10$ the ratio is 0.996. In a deep trench all floor points see the mouth under nearly the same angle, and the average describes each of them well. In a shallow trench the difference matters if the shape of the floor is of interest.

### From flux to etch rate

Now let the atoms be fluorine and the wafer silicon. I take 2 mTorr of atomic fluorine at 400 K. For a gas of density $n$ and mean speed $\bar v$, the flux on a surface is $n\bar v/4$. With the partial pressure $p=nk_BT_g$ and $\bar v=\sqrt{8k_BT_g/(\pi m)}$,

$$\Gamma_0=\frac14\,\frac{p}{k_BT_g}\sqrt{\frac{8k_BT_g}{\pi m}}
=\frac{p}{\sqrt{2\pi m k_BT_g}},$$

where $T_g$ is the gas temperature and $m$ the atomic mass. The result is $\Gamma_0=8.06\times10^{17}$ cm$^{-2}$ s$^{-1}$.

Let an arriving atom react with the floor with probability 0.5, and let four fluorine atoms remove one silicon atom. The silicon density is $4.994\times10^{22}$ cm$^{-3}$. The factor $6\times10^8$ converts cm/s into nm/min, so the open-wafer etch rate is

$$R_0=\frac{0.5\times8.059\times10^{17}}
{4\times4.994\times10^{22}}\times6\times10^8
=1210\ \text{nm/min}.$$

With the reaction probability held fixed, the direct flux alone etches the trench floor at

$$0.04988\times1210=60.4\ \text{nm/min}.$$

### When the trench ends

A real trench has a finite length $L$, and its end walls also intercept atoms. If an atom moves by $y$ along the trench, a further factor $1-|y|/L$ enters the overlap. To first order the relative loss is the mean $|y|$ of the direct atoms, divided by $L$.

For a deep trench these atoms have $\psi\approx0$, so $|y|\approx h|\tan\beta|$. Their distribution in $\beta$ is proportional to $\cos^2\beta$, as found before (2). Therefore

$$\langle|y|\rangle\approx h\,
\frac{2\int_0^{\pi/2}\sin\beta\cos\beta\,d\beta}{\pi/2}
=h\,\frac{1}{\pi/2}=\frac{2h}{\pi}.$$

The relative loss is about $2h/(\pi L)$ for $w\ll h\ll L$. A trench 5000 nm long should lose $2\times1000/(5000\pi)=12.7$ %. Integration over the full rectangle gives 12.6 %. To be long compared with its width is thus not enough: this trench is 50 widths long. For the infinite formula to hold, the length must be large compared with the depth.

## Second half: the hole and the meaning of the square

### What is carried over

The aspect ratio is $A=h/w$, where $w$ is now the diameter of the hole. The mouth flux is $\Gamma_0$, and its share in a solid angle is $\cos\theta\,d\Omega/\pi$. For the infinite trench, the normalized direct flux averaged over the floor is

$$T=\sqrt{1+A^2}-A,\qquad 2A=\frac1T-T .$$

It was found by shifting the cross-section by the sideways displacement of the atoms and measuring the overlap. For the hole, I call the corresponding flux $H$.

### The overlap for a general cross-section

An atom enters at a point of the mouth and is displaced sideways by $\mathbf s$ while it falls to the floor. Seen from above, its path is a straight segment. If the cross-section is convex and both ends of the segment lie inside it, the whole segment does. The atom then reaches the floor without touching a vertical wall. If the landing point lies outside, the atom has met a wall on the way.

For a given displacement, the successful share of a uniform mouth flux is therefore the overlap area of the cross-section with its shifted copy, divided by the area of the cross-section. The trench share $1-A|\tan\psi|$ is a special case. For a circle the overlap depends on the length $s$ of the displacement and not on its direction. I write it as $O(u)$, with $u=s/w$.

For a very long trench, the direct flux averaged over the floor is the fraction $T=\sqrt{1+A^2}-A$ of the open-wafer flux, and for the hole the problem has been reduced to the overlap of a disk with its shifted copy. It remains to calculate this overlap, average it over the displacements to find $H$, and see whether $H=T^2$ holds at every depth.
